# Mott–Schottky Capacitance with Carrier Tails and the kT/e Intercept Shift: test program

```python
"""Mott-Schottky capacitance of a metal / n-type semiconductor contact.
Result under test (atomic units, per unit area):
  1/C^2 = (8 pi/(eps N)) [w - T + T exp(-w/T)] / [1 - exp(-w/T)]^2
w: total band bending = built-in + reverse bias, T: thermal energy,
N: donor density, eps: relative permittivity. For w >> T the line
extrapolates to zero at forward bias V_bi - kT/e.
The independent road is a finite-difference solution of Poisson's equation,
with u = w/T and lengths in Debye lengths: u'' = 1 - n(u)/N.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0]
STEP = 0.02          # grid spacing in Debye lengths


def boltzmann(u):
    """Electron density over N, and minus its derivative in u."""
    occupation = np.exp(-u)
    return occupation, occupation


def fermi_gas(eta):
    """Same pair for a parabolic band with bulk Fermi level eta (in kT)."""
    nodes, weights = np.polynomial.legendre.leggauss(100)
    top = np.sqrt(eta + 40.0)
    t = 0.5 * top * (nodes + 1.0)
    weights = 0.5 * top * weights * t**2
    bulk = np.sum(weights / (1.0 + np.exp(t**2 - eta)))

    def density(u):
        f = 1.0 / (1.0 + np.exp(t[None, :]**2 - eta + u[:, None]))
        return f @ weights / bulk, (f * (1.0 - f)) @ weights / bulk
    return density


def solve_poisson(u_surface, density=boltzmann):
    """Newton solution; returns position and net charge density over N."""
    width = np.sqrt(2.0 * max(u_surface, 1e-6))
    x = STEP * np.arange(int((width + 30.0) / STEP) + 1)
    u = np.where(x < width, u_surface * (1.0 - x / width)**2, 0.0)
    u[0], u[-1] = u_surface, 0.0
    for _ in range(100):
        occupation, slope = density(u)
        residual = ((u[:-2] - 2.0 * u[1:-1] + u[2:]) / STEP**2
                    - 1.0 + occupation[1:-1])
        bands = np.full((3, len(x) - 2), 1.0 / STEP**2)
        bands[1] = -2.0 / STEP**2 - slope[1:-1]
        change = solve_banded((1, 1), bands, -residual)
        u[1:-1] += change
        if np.max(np.abs(change)) < 1e-6:
            return x, 1.0 - density(u)[0]
    raise RuntimeError("Poisson iteration did not converge")


def integrate(y):
    return STEP * (np.sum(y) - 0.5 * (y[0] + y[-1]))


def sheet_charge(u_surface, density=boltzmann):
    return integrate(solve_poisson(u_surface, density)[1])


def numeric_capacitance(u_surface, density=boltzmann, delta=0.02):
    """dQ/du in units of eps/(Debye length)."""
    return (sheet_charge(u_surface + delta, density)
            - sheet_charge(u_surface - delta, density)) / (2.0 * delta)


def formula_capacitance(w, thermal, donors, eps):
    """Formula under test; all quantities in atomic units."""
    q = np.exp(-w / thermal)
    inverse_square = (8.0 * np.pi / (eps * donors)
                      * (w - thermal + thermal * q) / (1.0 - q)**2)
    return 1.0 / np.sqrt(inverse_square)


def formula_field(w, thermal, donors, eps):
    return np.sqrt(8.0 * np.pi * donors / eps
                   * (w - thermal + thermal * np.exp(-w / thermal)))


# Rough typical inputs: tungsten on (100) n-type silicon
barrier, eps, donors_cm3, temperature = 0.70, 12.0, 1e16, 300.0
mass_long, mass_trans, valleys = 0.98, 0.19, 6
mobility, donor_depth, gap, valence_dos = 1300.0, 0.045, 1.12, 2e19
breakdown_field, oxide_nm, oxide_eps = 0.3, 1.0, 4.0


def band_density(temp):
    """Effective conduction-band density of states in cm^-3."""
    thermal = sc.k * temp / sc.e / HARTREE
    mass = (mass_long * mass_trans**2)**(1.0 / 3.0)
    return (2.0 * valleys * (mass * thermal / (2.0 * np.pi))**1.5
            / (BOHR * 100.0)**3)


def built_in(temp):
    return barrier - sc.k * temp / sc.e * np.log(band_density(temp) / donors_cm3)


kT = sc.k * temperature / sc.e
donors_si = donors_cm3 * 1e6
eps_si = eps * sc.epsilon_0
debye = np.sqrt(eps_si * kT / (sc.e * donors_si))
v_bi = built_in(temperature)
thermal_au, donors_au = kT / HARTREE, donors_si * BOHR**3
cap_unit = sc.e / (HARTREE * BOHR**2)       # F/m^2 per atomic unit
field_unit = HARTREE / BOHR                 # V/m per atomic unit

# Capacitance and field: Poisson solution in SI against atomic-unit formulas
for u in (1.0, 2.0, 4.0, 8.0, v_bi / kT, 100.0):
    w_au = u * thermal_au
    c_num = numeric_capacitance(u) * eps_si / debye
    c_formula = formula_capacitance(w_au, thermal_au, donors_au, eps) * cap_unit
    assert abs(c_num / c_formula - 1.0) < 3e-4, (u, c_num, c_formula)
    f_num = sheet_charge(u) * kT / debye
    f_formula = formula_field(w_au, thermal_au, donors_au, eps) * field_unit
    assert abs(f_num / f_formula - 1.0) < 3e-4, (u, f_num, f_formula)

# Flat-band limit and first exponential correction to the straight line
flat_ratio = numeric_capacitance(0.0)
assert abs(flat_ratio - 1.0) < 3e-4
u = 6.0
correction = 0.5 / numeric_capacitance(u)**2 - (u - 1.0)
assert abs(correction / ((2.0 * u - 1.0) * np.exp(-u)) - 1.0) < 0.03

# Smeared edge: extra dipole relative to a sharp edge of equal charge
for u in (2.0, v_bi / kT):
    x, rho = solve_poisson(u)
    charge, moment = integrate(rho), integrate(x * rho)
    excess_dipole = moment - 0.5 * charge**2
    assert abs(moment - u) < 2e-3
    assert abs(excess_dipole - (1.0 - np.exp(-u))) < 2e-3
cumulative = np.concatenate(
    ([0.0], np.cumsum(0.5 * STEP * (rho[1:] + rho[:-1]))))
outside_share = 1.0 - np.interp(charge, x, cumulative) / charge
edge_nm = charge * debye * 1e9


# Shift of the intercept equals bulk pressure per electron
def pressure_ratio(eta):
    """p/(N kT) from the energy and number integrals of a Fermi gas."""
    top = np.sqrt(max(eta, 0.0) + 40.0)
    number = quad(lambda t: 2 * t**2 / (1 + np.exp(t**2 - eta)), 0, top,
                  epsabs=0, epsrel=1e-10)[0]
    energy = quad(lambda t: 2 * t**4 / (1 + np.exp(t**2 - eta)), 0, top,
                  epsabs=0, epsrel=1e-10)[0]
    return 2.0 * energy / (3.0 * number)


eta_test = 3.0
gas = fermi_gas(eta_test)
y1, y2 = (numeric_capacitance(v, gas)**-2 for v in (60.0, 80.0))
degenerate_shift = 60.0 - 20.0 * y1 / (y2 - y1)
assert abs(degenerate_shift - pressure_ratio(eta_test)) < 0.01

# Insulating layer in series: adds a constant to 1/C^2 at equal total voltage
layer, u, delta = 3.0, 20.0, 0.02
q_low, q_mid, q_high = (sheet_charge(v) for v in (u - delta, u, u + delta))
c_total = (q_high - q_low) / (2 * delta + layer * (q_high - q_low))
expected = 2.0 * (u + layer * q_mid - 1.0) + layer**2
assert abs(c_total**-2 / expected - 1.0) < 3e-4

# Worked example: straight-line fit to the numerical capacitances
bias = np.arange(6.0)
cap = np.array([numeric_capacitance((v_bi + v) / kT) for v in bias])
cap *= eps_si / debye                        # F/m^2
inverse_square = (cap * 1e-4)**-2            # cm^4/F^2
slope, offset = np.polyfit(bias, inverse_square, 1)
intercept = offset / slope
assert abs(intercept - (v_bi - kT)) < 2e-4
fit_donors = 2.0 / (sc.e * eps_si * 1e-2 * slope)
assert abs(fit_donors / donors_cm3 - 1.0) < 1e-3
fit_barrier = intercept + kT + kT * np.log(band_density(temperature) / fit_donors)
assert abs(fit_barrier - barrier) < 3e-4

# Sizes of neglected effects
fields = np.array([formula_field((v_bi + v) / HARTREE, thermal_au,
                                 donors_au, eps) for v in (0.0, 5.0)])
lowering = np.sqrt(fields / eps) * HARTREE
tunnel_energy = 0.5 * np.sqrt(4 * np.pi * donors_au / (mass_trans * eps)) * HARTREE
degeneracy = pressure_ratio(-10.0)           # dilute gas must approach one
assert abs(degeneracy - 1.0) < 1e-4
# Bulk Fermi level from the Boltzmann relation, adequate for this small size
degeneracy = pressure_ratio(np.log(donors_cm3 / band_density(temperature))) - 1.0
n_one = 0.5 * band_density(temperature) * np.exp(-donor_depth / kT)
free = 2 * donors_cm3 / (1 + np.sqrt(1 + 4 * donors_cm3 / n_one))
hole_ratio = valence_dos * np.exp(-(gap - barrier) / kT) / donors_cm3
richardson = (4 * np.pi * sc.m_e * sc.k**2 * sc.e / sc.h**3
              * (2 * mass_trans + 4 * np.sqrt(mass_long * mass_trans)))
current = (richardson * temperature**2 * 1e-4
           * np.exp(-(barrier - lowering[1]) / kT))          # A/cm^2
conductivity = sc.e * mobility * donors_cm3                  # S/cm
tail = quad(lambda s: np.exp(s) / np.sqrt(2 * (s + np.expm1(-s))),
            0.01, np.log(1000.0))[0]
fermi_drop = current / conductivity * debye * 100.0 * tail
assert fermi_drop < 0.01 * kT
relaxation_ps = eps_si * 1e-2 / conductivity * 1e12
oxide_shift = (sc.e * donors_si / (2 * eps_si)
               * (oxide_nm * 1e-9 * eps / oxide_eps)**2)


def graded_intercept(gradient):
    """Line intercept, sharp edge, donors N(1 + gradient*x); x in metres."""
    width = np.linspace(0.0, 2e-6, 20001)
    drop = (sc.e * donors_si / eps_si
            * (width**2 / 2 + gradient * width**3 / 3))
    edge = np.interp(v_bi - kT + bias, drop, width)
    line = np.polyfit(bias, edge**2, 1)
    return line[1] / line[0]


gradient_shift = graded_intercept(0.01 / 1e-6) - graded_intercept(0.0)

print(f"Inputs: barrier {barrier:.2f} eV, permittivity {eps:.1f}")
print(f"Donors {donors_cm3:.1e} cm^-3, temperature {temperature:.0f} K")
print(f"Masses: long {mass_long:.2f}, transverse {mass_trans:.2f} m_e")
print(f"Number of valleys: {valleys}")
print(f"Mobility {mobility:.0f} cm2/Vs, donor depth {donor_depth:.3f} eV")
print(f"Gap {gap:.2f} eV, valence-band density {valence_dos:.1e} cm^-3")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Conduction-band density: {band_density(temperature):.3e} cm^-3")
print(f"Bulk band edge above Fermi level: {barrier - v_bi:.4f} eV")
print(f"Built-in voltage: {v_bi:.4f} V")
print(f"Built-in bending over kT: {v_bi / kT:.2f}")
print(f"Debye length: {debye * 1e9:.2f} nm")
print(f"Equivalent sharp edge at 0 V: {edge_nm:.1f} nm")
print(f"Charge beyond that edge: {100 * outside_share:.2f} % of total")
print(f"Extra edge dipole, as bending: {excess_dipole * kT:.5f} eV")
for v, c, y in zip(bias, cap, inverse_square):
    print(f"Reverse {v:.0f} V: C {c * 1e5:.3f} nF/cm2, 1/C^2 {y:.4e} cm4/F2")
print(f"Fitted slope: {slope:.4e} cm4/(F2 V)")
print(f"Fitted forward intercept: {intercept:.4f} V")
print(f"Built-in voltage minus intercept: {v_bi - intercept:.5f} V")
print(f"Donors from slope: {fit_donors:.4e} cm^-3")
print(f"Barrier from intercept: {fit_barrier:.4f} eV")
print(f"Barrier if kT is omitted: {fit_barrier - kT:.4f} eV")
print(f"Flat-band C: {flat_ratio * eps_si / debye * 1e5:.2f} nF/cm2")
print(f"Line correction at bending 6 kT: {correction:.4f} kT")
print(f"Degenerate test, Fermi level {eta_test:.0f} kT above band edge:")
print(f"  shift from Poisson solution: {degenerate_shift:.4f} kT")
print(f"  pressure per electron: {pressure_ratio(eta_test):.4f} kT")
print(f"Peak field at 0 V: {fields[0] * field_unit * 1e-8:.4f} MV/cm")
print(f"Peak field at 5 V: {fields[1] * field_unit * 1e-8:.4f} MV/cm")
print(f"Rough breakdown field (input): {breakdown_field:.1f} MV/cm")
print(f"Image-force lowering at 0 V: {lowering[0]:.4f} eV")
print(f"Image-force lowering at 5 V: {lowering[1]:.4f} eV")
print(f"Tunnelling energy E00: {tunnel_energy:.5f} eV")
print(f"Degeneracy change of the shift: {degeneracy * kT:.2e} eV")
print(f"Neutral donors in bulk: {100 * (1 - free / donors_cm3):.2f} %")
print(f"Their change of built-in: {-kT * np.log(donors_cm3 / free):.2e} V")
print(f"Holes at contact over donors, 0 V: {hole_ratio:.2e}")
print(f"Emission current at 5 V: {current:.2e} A/cm2")
print(f"Quasi-Fermi drop to n = N/1000: {fermi_drop:.2e} eV")
print(f"Dielectric relaxation time: {relaxation_ps:.3f} ps")
print(f"Oxide input: {oxide_nm:.1f} nm, permittivity {oxide_eps:.1f}")
print(f"Oxide change of intercept: {oxide_shift:.2e} V")
print(f"Intercept change, donors +1 % per 1000 nm: {gradient_shift:.5f} V")
hot = 400.0
print(f"At {hot:.0f} K: built-in {built_in(hot):.4f} V")
print(f"At {hot:.0f} K: intercept {built_in(hot) - sc.k * hot / sc.e:.4f} V")
print("all good")
```

It prints:

```
Inputs: barrier 0.70 eV, permittivity 12.0
Donors 1.0e+16 cm^-3, temperature 300 K
Masses: long 0.98, transverse 0.19 m_e
Number of valleys: 6
Mobility 1300 cm2/Vs, donor depth 0.045 eV
Gap 1.12 eV, valence-band density 2.0e+19 cm^-3
Thermal energy kT: 0.02585 eV
Conduction-band density: 2.832e+19 cm^-3
Bulk band edge above Fermi level: 0.2055 eV
Built-in voltage: 0.4945 V
Built-in bending over kT: 19.13
Debye length: 41.41 nm
Equivalent sharp edge at 0 V: 249.3 nm
Charge beyond that edge: 9.05 % of total
Extra edge dipole, as bending: 0.02585 eV
Reverse 0 V: C 42.616 nF/cm2, 1/C^2 5.5061e+14 cm4/F2
Reverse 1 V: C 24.074 nF/cm2, 1/C^2 1.7255e+15 cm4/F2
Reverse 2 V: C 18.568 nF/cm2, 1/C^2 2.9004e+15 cm4/F2
Reverse 3 V: C 15.665 nF/cm2, 1/C^2 4.0752e+15 cm4/F2
Reverse 4 V: C 13.801 nF/cm2, 1/C^2 5.2501e+15 cm4/F2
Reverse 5 V: C 12.476 nF/cm2, 1/C^2 6.4250e+15 cm4/F2
Fitted slope: 1.1749e+15 cm4/(F2 V)
Fitted forward intercept: 0.4687 V
Built-in voltage minus intercept: 0.02585 V
Donors from slope: 1.0000e+16 cm^-3
Barrier from intercept: 0.7000 eV
Barrier if kT is omitted: 0.6741 eV
Flat-band C: 256.63 nF/cm2
Line correction at bending 6 kT: 0.0274 kT
Degenerate test, Fermi level 3 kT above band edge:
  shift from Poisson solution: 1.7356 kT
  pressure per electron: 1.7356 kT
Peak field at 0 V: 0.0376 MV/cm
Peak field at 5 V: 0.1284 MV/cm
Rough breakdown field (input): 0.3 MV/cm
Image-force lowering at 0 V: 0.0212 eV
Image-force lowering at 5 V: 0.0393 eV
Tunnelling energy E00: 0.00123 eV
Degeneracy change of the shift: 1.61e-06 eV
Neutral donors in bulk: 0.40 %
Their change of built-in: -1.03e-04 V
Holes at contact over donors, 0 V: 1.76e-04
Emission current at 5 V: 1.81e-04 A/cm2
Quasi-Fermi drop to n = N/1000: 1.19e-07 eV
Dielectric relaxation time: 0.510 ps
Oxide input: 1.0 nm, permittivity 4.0
Oxide change of intercept: 6.79e-05 V
Intercept change, donors +1 % per 1000 nm: 0.00405 V
At 400 K: built-in 0.4111 V
At 400 K: intercept 0.3767 V
all good
```
